Slater–Koster p-d and d-d Tables from Rotations of Real Harmonics, part 1

(Sections cited here and not found follow in the second part.)

## 1. Rotation matrices and the general two-centre block

**Definitions and conventions.** Atom A is at the origin and atom B at τu, where τ > 0 is the distance between them and u = (l, m, n) is a unit vector. The direction cosines l, m, n therefore point from A to B and satisfy

l² + m² + n² = 1. (1)

Each orbital is a radial function times a real spherical harmonic, with all axes parallel to one fixed Cartesian frame. All orbitals of one shell on an atom, the three p or the five d functions, share the same radial function. The three p harmonics, in the order x, y, z, are

Y_i(r) = √(3/4π) x_i/r. (2)

The five d harmonics, in the order xy, yz, zx, x² − y², 3z² − r², are written as quadratic forms:

Y_a(r) = √(15/8π) rᵀQ_a r/r². (3)

Here r stands for the column vector (x, y, z) in the numerator and for its length in the denominator. The symmetric, traceless 3×3 matrices Q_a are defined by

rᵀQ_xy r = √2 xy, rᵀQ_yz r = √2 yz, rᵀQ_zx r = √2 zx,
rᵀQ_x²−y² r = (x² − y²)/√2,
rᵀQ_3z²−r² r = (2z² − x² − y²)/√6. (4)

For example, Q_xy has the value 1/√2 in its xy and yx places and zero elsewhere. Reading off the elements and multiplying gives

Tr(Q_a Q_b) = δ_ab. (5)

The prefactor in (3) follows from (5). The integral of x_i x_j x_k x_p/r⁴ over the unit sphere is unchanged by rotations and symmetric in its four indices, so it has the form c(δ_ij δ_kp + δ_ik δ_jp + δ_ip δ_jk). Setting i = j and k = p and summing gives 4π on the left and c(9 + 3 + 3) on the right, hence c = 4π/15. Therefore

∫ (rᵀQ_a r)(rᵀQ_b r)/r⁴ dΩ
= (4π/15)[Tr Q_a Tr Q_b + 2 Tr(Q_a Q_b)]
= (8π/15) δ_ab, (6)

because the traces of Q_a and Q_b vanish. The factor 15/8π in the product of two functions (3) makes them orthonormal.

The block to be found is

h_ab(u) = ∫ φ_a(r) ĥ_u φ'_b(r − τu) d³r, (7)

where φ_a belongs to A and φ'_b to B. The prime allows different radial functions and different angular momenta. In Hartree atomic units the operator is

ĥ_u = −½∇² + v_A(|r|) + v_B(|r − τu|). (8)

This is the two-centre assumption: the potentials are spherical and sit on the same two atoms as the orbitals. The overlap matrix is covered as well, by replacing ĥ_u with 1. Potentials on other atoms are left out of (8), and the effect of adding one is examined in the second half.

**Rotation matrices.** Let R be a proper rotation matrix, so that RᵀR = 1 and det R = 1. Rotating a function f by R produces the function

(P f)(r) = f(R⁻¹r) = f(Rᵀr). (9)

The inverse appears because the value formerly found at Rᵀr is carried to r. The rotated harmonics are combinations of the original ones with the same angular momentum:

(P Y_a)(r) = Σ_b Y_b(r) D_ba. (10)

The second index of D labels the function that was rotated, and the first labels its components. For p functions, the i-th component of Rᵀr is Σ_j R_ji x_j, so

D_ji = R_ji for p. (11)

For d functions, substitution of Rᵀr in the quadratic form gives

(Rᵀr)ᵀ Q_a (Rᵀr) = rᵀ(R Q_a Rᵀ)r. (12)

The matrix R Q_a Rᵀ is again symmetric. Its trace is Tr(Q_a RᵀR) = Tr Q_a = 0. Symmetric traceless 3×3 matrices form a space of dimension five, since six independent elements are subject to one condition. The five matrices Q_b are orthonormal by (5), so they are a basis of this space. The expansion coefficient of R Q_a Rᵀ on Q_b is its trace with Q_b:

D_ba = Tr(Q_b R Q_a Rᵀ) for d. (13)

Both rotation matrices are orthogonal. For p this is the orthogonality of R. For d, the columns of D are the components of the rotated tensors in an orthonormal basis, and so

Σ_b D_ba D_bc = Tr(R Q_a Rᵀ R Q_c Rᵀ) = Tr(Q_a Q_c) = δ_ac. (14)

Since D is square, DᵀD = 1 also implies DDᵀ = 1.

**From the z axis to an arbitrary bond.** Let ẑ be the unit vector along z, and choose R so that Rẑ = u. The block for a bond along ẑ is called Λ. The rotation P takes the Hamiltonian of the z bond into that of the u bond:

P ĥ_ẑ P⁻¹ = ĥ_u. (15)

To see this term by term, note that the Laplacian is unchanged by a rotation and that |Rᵀr| = |r|. The remaining potential becomes v_B(|Rᵀr − τẑ|). Multiplying a vector by R does not change its length, so this equals v_B(|r − τRẑ|) = v_B(|r − τu|).

The orbital on A transforms by (10), since its radial function is unaffected. The orbital on B is φ'_b(r − τẑ) before rotation. Afterwards it is

φ'_b(Rᵀr − τẑ) = φ'_b(Rᵀ(r − τu)) = Σ_c φ'_c(r − τu) D'_cb, (16)

where D' is the rotation matrix for the angular momentum on B. The orbital has therefore been moved to the new position of B and turned about it.

A rotation of all functions and of the operator together leaves an integral unchanged. Thus

Λ_ab = Σ_cd D_ca h_cd(u) D'_db, or Λ = Dᵀ h(u) D'. (17)

Multiplying by D from the left and by D'ᵀ from the right, and using orthogonality, gives

h(u) = D Λ D'ᵀ. (18)

The placement of the transposes is fixed by definition (10). If D were defined with the opposite index order, each D in (18) would have to be transposed.

**The block in the bond frame.** Take cylindrical coordinates about the bond, x = ρ cos φ and y = ρ sin φ. Since B lies on the z axis, ρ and φ are the same whether measured from A or from B. The angular factors are then

z and 3z² − r²: no dependence on φ,
x and zx: cos φ; y and yz: sin φ,
x² − y²: cos 2φ; xy: sin 2φ. (19)

For an orbital on B the factor multiplying these functions contains z − τ instead of z, which does not affect φ. The two members of a pair have the same multiplying factor. For the last pair this holds because √(15/4π) xy = √(15/16π) ρ² sin 2φ, while the other member is √(15/16π) ρ² cos 2φ.

In cylindrical coordinates the Laplacian is

∇² = ∂²/∂ρ² + (1/ρ)∂/∂ρ + ∂²/∂z² + (1/ρ²)∂²/∂φ². (20)

Acting on F(ρ, z) cos μφ, the last term gives −μ²/ρ² times the function, and it gives the same factor for sin μφ. The potentials in ĥ_ẑ depend on ρ and z alone. Hence

ĥ_ẑ[F cos μφ] = F̃ cos μφ, ĥ_ẑ[F sin μφ] = F̃ sin μφ, (21)

with the same F̃(ρ, z) in both cases. The integral over φ with an orbital of A then settles which elements survive. Functions with different μ are orthogonal, cosines are orthogonal to sines, and for μ ≥ 1 the integrals of cos² μφ and sin² μφ are both π.

One parameter therefore remains for each μ that both orbitals contain. The names σ, π and δ stand for μ = 0, 1 and 2. The factor cos μφ vanishes on μ planes through the bond, so these labels count the nodal planes that contain the bond axis. For the p-d block the nonzero elements are

Λ_z,3z²−r² = V_pdσ, Λ_x,zx = Λ_y,yz = V_pdπ. (22)

There is no δ element because no p orbital has μ = 2. In the stated order of d functions,

Λ = diag(V_ddδ, V_ddπ, V_ddπ, V_ddδ, V_ddσ) for d-d. (23)

These parameters depend on the distance, the radial functions and the potentials. Their signs are those of the elements in (22) and (23), with B on the positive z side of A.

**The remaining freedom in R.** The condition Rẑ = u does not fix R completely. If G is a turn about z by an angle ω, then RG also takes ẑ to u. Under G the functions of a pair mix as

x → cos ω x + sin ω y, y → −sin ω x + cos ω y,
zx → cos ω zx + sin ω yz, yz → −sin ω zx + cos ω yz. (24)

The second line follows from the first by multiplication with z, which G leaves alone. For the δ pair, the functions of (4) with their common normalization mix in the same manner with 2ω in place of ω. This follows from replacing φ by φ − ω in cos 2φ and sin 2φ.

Within each pair, Λ is a number times the 2×2 unit matrix once the partners are put in matching order. The 2×2 matrix on the right is the transpose of the orthogonal 2×2 matrix on the left, so their product is the unit matrix. The σ functions do not change. It follows that D(G)ΛD'(G)ᵀ = Λ, and since D(RG) = D(R)D(G), the product (18) is the same for R and RG. The block is a function of u alone because the two members of each pair have equal parameters.

**Summing over the pairs.** Let e₁ and e₂ be the first two columns of R. The third column is u, and the three vectors are orthonormal. One explicit choice, with u = (sin θ cos φ₀, sin θ sin φ₀, cos θ), is

e₁ = (cos θ cos φ₀, cos θ sin φ₀, −sin θ),
e₂ = (−sin φ₀, cos φ₀, 0). (25)

The rotated tensors that belong to the σ and π functions follow from (4):

R Q_3z²−r² Rᵀ = (3uuᵀ − 1)/√6,
R Q_zx Rᵀ = (e₁uᵀ + ue₁ᵀ)/√2,
R Q_yz Rᵀ = (e₂uᵀ + ue₂ᵀ)/√2. (26)

For each d function define the vector and the number

w_a = Q_a u, q_a = uᵀQ_a u = u·w_a. (27)

Taking the traces (13), with Tr Q_a = 0 in the first case, gives the needed columns of D:

D_a,3z²−r² = (3/√6) q_a = √(3/2) q_a,
D_a,zx = √2 e₁·w_a, D_a,yz = √2 e₂·w_a. (28)

The corresponding p columns are u_i for σ and (e₁)_i, (e₂)_i for π. Insert these and (22) in (18):

h_ia = √(3/2) u_i q_a V_pdσ + √2 Σ_k (e_k)_i (e_k·w_a) V_pdπ, (29)

with k = 1, 2. Orthonormality of the three columns of R means

e₁e₁ᵀ + e₂e₂ᵀ = 1 − uuᵀ. (30)

Applied to w_a, the right side gives w_a − u q_a. The p-d block is therefore

h_ia = √(3/2) u_i q_a V_pdσ + √2 (w_a,i − u_i q_a) V_pdπ. (31)

For d-d, the σ column contributes (3/2) q_a q_b. The two π columns contribute

2 Σ_k (e_k·w_a)(e_k·w_b) = 2(w_a·w_b − q_a q_b), (32)

again by (30). The δ columns need not be evaluated. The sum of all five column products is (DDᵀ)_ab = δ_ab, so the δ part is what remains after subtraction of the other two:

δ_ab − (3/2) q_a q_b − 2w_a·w_b + 2q_a q_b
= δ_ab − 2w_a·w_b + ½ q_a q_b. (33)

The result is

h_ab = (3/2) q_a q_b V_ddσ + 2(w_a·w_b − q_a q_b) V_ddπ
+ (δ_ab − 2w_a·w_b + ½ q_a q_b) V_ddδ. (34)

The vectors e₁ and e₂ have disappeared from (31) and (34). This is the explicit form of the freedom found above. It also removes the apparent difficulty of a bond along z, where the azimuth φ₀ is undefined: the blocks are polynomials in l, m and n and have no singular direction.

## 2. The tables, their invariants and a numerical case

**Symbols and results carried over.** The unit vector u = (l, m, n) points from the left orbital's atom A to the right orbital's atom B. Five symmetric traceless matrices Q_a, with Tr(Q_aQ_b) = δ_ab, represent the d functions, and w_a = Q_a u, q_a = u·w_a. The block is h = DΛD'ᵀ by (18), where D and D' are orthogonal rotation matrices. The bond-frame block Λ contains V_σ, V_π and, for d-d, V_δ. Equations (31) and (34) give the p-d and d-d blocks for any u.

**The p-d table.** Three abbreviations shorten the entries:

A = l² − m², B = l² + m², C = n² − B/2. (35)

In this half A and B denote these numbers whenever they occur in a formula. From (4) and (27), in the fixed order of d functions,

√2 w_xy = (m, l, 0), √2 w_yz = (0, n, m), √2 w_zx = (n, 0, l),
√2 w_x²−y² = (l, −m, 0), √2 w_3z²−r² = (−l, −m, 2n)/√3. (36)

It is convenient to use s_a = √(3/2) q_a, which is the σ column of D. Taking the scalar product of (36) with u gives

s = (√3 lm, √3 mn, √3 nl, (√3/2)A, C). (37)

In these terms, (31) has the σ coefficient u_i s_a and the π coefficient √2 w_a,i − (2/√3)u_i s_a. For (x, xy) they are l·√3 lm and m − 2l²m. The last column needs (1):

−l/√3 − (2/√3)lC = −(l/√3)(1 + 2C) = −√3 ln²,
2n/√3 − (2/√3)nC = (2n/√3)(1 − C) = √3 nB. (38)

The first line uses 1 + 2C = 1 + 2n² − B = 3n², and the second uses 1 − C = 1 − n² + B/2 = 3B/2. The complete table follows, with the coefficient of V_pdσ before the semicolon and that of V_pdπ after it.

(x, xy): √3 l²m ; m(1 − 2l²)
(x, yz): √3 lmn ; −2lmn
(x, zx): √3 l²n ; n(1 − 2l²)
(x, x²−y²): (√3/2)lA ; l(1 − A)
(x, 3z²−r²): lC ; −√3 ln²
(y, xy): √3 lm² ; l(1 − 2m²)
(y, yz): √3 m²n ; n(1 − 2m²)
(y, zx): √3 lmn ; −2lmn
(y, x²−y²): (√3/2)mA ; −m(1 + A)
(y, 3z²−r²): mC ; −√3 mn²
(z, xy): √3 lmn ; −2lmn
(z, yz): √3 mn² ; m(1 − 2n²)
(z, zx): √3 ln² ; l(1 − 2n²)
(z, x²−y²): (√3/2)nA ; −nA
(z, 3z²−r²): nC ; √3 nB (39)

For a bond along x, A = B = 1 and C = −1/2. The p_x orbital then couples to x² − y² with (√3/2)V_pdσ and to 3z² − r² with −½V_pdσ. The squares of these coefficients add to one: the d function pointing along x is shared between the two basis functions.

The p-d and d-d blocks are now known for any bond direction, and the p-d block has been written out as a table. What remains is the d-d table, the direction-independent quantities, a numerical test and the limits of the two-centre form.
